\section*{Nephelauxetic ratios in octahedral complexes: the fourth-power rule and its limits, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{Question}

The spacings between terms of a $d^n$ ion shrink when the ion is placed in an octahedron of ligands. The ratio $\beta$ of a spacing in the complex to the same combination of repulsion integrals in the free ion is the nephelauxetic ratio. Why does $\beta$ depend on whether the electrons that are re-paired sit in $t_{2g}$ or in $e_g$ orbitals? How does it depend on the metal content of those orbitals, and how far does the simplest such rule hold? How much of the reduction is a swelling of the $d$ radial function, how much is a transfer of the electron onto the ligands, and can the two be told apart?

\section*{Answer}

\subsection*{The mechanism}

A term spacing is a difference of two-electron repulsion integrals $(ab|cd)=\iint a(1)b(1)\,r_{12}^{-1}\,c(2)d(2)$ over real orbitals. In the complex the open-shell electrons occupy antibonding orbitals
\begin{equation}
\psi_i=c_i d_i-l_iL_i ,\qquad c_i,\,l_i>0,
\label{mo}
\end{equation}
where $L_i$ is the normalised combination of ligand orbitals with the symmetry of $d_i$, signed so that the overlap $S_i=\langle d_i|L_i\rangle$ is positive. Two things change the repulsion. The amplitude on the metal is $c_i$ instead of one (below one at zero overlap; with overlap and weak mixing it can slightly exceed one, see (\ref{low})), and it enters once for each of the four orbitals in the integral; this is delocalisation, or symmetry-restricted covalency, and it differs between $t_{2g}$ and $e_g$ because $\sigma$ mixing differs from $\pi$ mixing. The function $d_i$ itself is also larger than in the free ion, because charge donated into the $d$ shell screens the core; this is radial expansion, or central-field covalency.

Formulas are in atomic units and energies are quoted in cm$^{-1}$. The orbitals are $xy,\,yz,\,xz$ (called $t$) and $\theta=z^2$, $\epsilon=x^2-y^2$ (called $e$). Every spacing is taken inside one configuration $t^me^n$, the strong-field limit. The labels $\beta_{55},\beta_{35},\beta_{33}$ use $5$ for $t_{2g}$ ($\Gamma_5$) and $3$ for $e_g$ ($\Gamma_3$).

\subsection*{One-centre $d$ integrals}

Write $d_a=r^{-1}P(r)f_a(\mathbf n)/\sqrt{4\pi}$ with $\int P^2dr=1$, and let $\langle\cdot\rangle$ be the average over directions, so $\langle f_af_b\rangle=\delta_{ab}$. The expansion $r_{12}^{-1}=\sum_k r_<^k r_>^{-k-1}P_k(\cos\gamma)$ and the addition theorem $P_k(\cos\gamma)=(2k+1)^{-1}\sum_m f_{km}(\mathbf n_1)f_{km}(\mathbf n_2)$, with real harmonics normalised as $\langle f_{km}^2\rangle=1$, give
\begin{equation}
(ab|cd)=\sum_{k=0,2,4}A^kF^k,\qquad A^k=\frac{1}{2k+1}\sum_m\langle f_af_bf_{km}\rangle\langle f_cf_df_{km}\rangle ,
\end{equation}
with the Slater integrals $F^k=\iint P^2(r_1)P^2(r_2)\,r_<^k r_>^{-k-1}dr_1dr_2$. Only $k=0,2,4$ occur because $f_af_b$ is an even polynomial of degree four in $\mathbf n$. The first coefficient is $A^0=\delta_{ab}\delta_{cd}$.

Each $d$ function corresponds to a symmetric traceless matrix, $f_a=\sqrt{15/2}\;\mathbf n^TM_a\mathbf n$ with $\operatorname{tr}M_aM_b=\delta_{ab}$. The prefactor follows from $\langle n_in_jn_kn_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$, which gives $\langle(\mathbf n^TM\mathbf n)^2\rangle=\tfrac{2}{15}\operatorname{tr}M^2$. The matrices are $M_{xy}=(\mathbf e_x\mathbf e_y^T+\mathbf e_y\mathbf e_x^T)/\sqrt2$ and likewise for $yz,xz$, $M_\theta=\operatorname{diag}(-1,-1,2)/\sqrt6$, $M_\epsilon=\operatorname{diag}(1,-1,0)/\sqrt2$.

The average $\langle f_M^3\rangle$ is a rotational invariant of degree three in a traceless $M$, so it is proportional to $\operatorname{tr}M^3$. For $\theta$, $f=\sqrt5P_2(u)$ with $u=\cos\vartheta$, and $\langle u^{2n}\rangle=1/(2n+1)$ gives $\langle P_2^3\rangle=\tfrac18(\tfrac{27}{7}-\tfrac{27}{5}+3-1)=\tfrac{2}{35}$, so $\langle f^3\rangle=2\sqrt5/7$, while $\operatorname{tr}M_\theta^3=1/\sqrt6$. The constant is $2\sqrt{30}/7$. Both sides are cubic forms, so the corresponding symmetric trilinear forms agree as well:
\begin{equation}
\langle f_af_bf_q\rangle=\frac{2\sqrt{30}}{7}\operatorname{tr}(N_{ab}M_q),\qquad N_{ab}=\tfrac12(M_aM_b+M_bM_a)-\tfrac13\delta_{ab}\mathbb 1 .
\label{cubic}
\end{equation}
The unit matrix may be subtracted because $M_q$ is traceless. The five $M_q$ are an orthonormal basis of symmetric traceless matrices, so the sum over $q$ gives
\begin{equation}
A^2=\frac15\cdot\frac{120}{49}\,T=\frac{24}{49}T,\qquad T=\operatorname{tr}(N_{ab}N_{cd}).
\end{equation}
For $k=4$ use completeness, $\langle f_af_bf_cf_d\rangle=A^0+5A^2+9A^4$. The only quartic invariant of a traceless $3\times3$ matrix is $(\operatorname{tr}M^2)^2$, since the Cayley--Hamilton theorem gives $\operatorname{tr}M^4=\tfrac12(\operatorname{tr}M^2)^2$. From $\langle P_2^4\rangle=\tfrac1{16}(9-\tfrac{108}{7}+\tfrac{54}{5}-4+1)=\tfrac{3}{35}$ one has $\langle f_\theta^4\rangle=15/7$, and the symmetric four-linear form is $\langle f_af_bf_cf_d\rangle=\tfrac57\Sigma$ with $\Sigma=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}$. Then
\begin{align}
(ab|cd)&=\delta_{ab}\delta_{cd}F^0+\frac{24T}{49}F^2+\frac19\Big[\frac57\Sigma-\delta_{ab}\delta_{cd}-\frac{120T}{49}\Big]F^4\nonumber\\
&=\delta_{ab}\delta_{cd}\Big(F^0-\frac{49F^4}{441}\Big)+24T\Big(\frac{F^2}{49}-\frac{5F^4}{441}\Big)+\Sigma\,\frac{35F^4}{441}.
\end{align}
The three radial combinations are the Racah parameters $A$, $B$, $C$:
\begin{equation}
(ab|cd)=A\,\delta_{ab}\delta_{cd}+24\,T\,B+\Sigma\,C .
\label{master}
\end{equation}

Let $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$. Squaring the matrices gives $6N_{aa}=\operatorname{diag}(1,1,-2)$ for $xy$ and $\epsilon$, $(1,-2,1)$ for $xz$, $(-2,1,1)$ for $yz$ and $(-1,-1,2)$ for $\theta$. Hence $T=1/6$ and $J_{aa}=A+4B+3C$ for every $a$; $T=(-1+2+2)/36$ gives $J_{xz,\theta}=A+2B+C$; and $T=(1-2-2)/36$ gives $J_{xz,\epsilon}=A-2B+C$. For the mixed products, $M_{xz}M_{yz}=\tfrac12\mathbf e_x\mathbf e_y^T$, so $N_{xz,yz}=M_{xy}/2\sqrt2$, and cyclically. The symmetrised product of $M_{ij}$ with a diagonal matrix $D$ is $\tfrac12(D_i+D_j)M_{ij}$, and $N_{\theta\epsilon}=\operatorname{diag}(-1,1,0)/\sqrt{12}$. With $\Sigma=1$ for an exchange integral,
\begin{align}
&K_{xz,yz}=3B+C, &&K_{\theta\epsilon}=4B+C, &&K_{xy,\theta}=4B+C,\nonumber\\
&K_{xy,\epsilon}=C, &&K_{xz,\theta}=K_{yz,\theta}=B+C, &&K_{xz,\epsilon}=K_{yz,\epsilon}=3B+C .
\label{exch}
\end{align}

The radial function is a $3d$ Slater function, $P=\mathcal N r^3e^{-\zeta r}$ with $\mathcal N^2=(2\zeta)^7/6!$, for which $\langle r^m\rangle=(6+m)!/[6!\,(2\zeta)^m]$. If $P(r)$ is replaced by $s^{1/2}P(sr)$, the substitution $r_i\to r_i/s$ leaves both normalised densities unchanged and multiplies $r_<^k/r_>^{k+1}$ by $s$, so every $F^k$ is multiplied by $s$, whatever the shape of $P$. For $\zeta=1$, write $F^k=2\int_0^\infty P^2r^k\int_r^\infty P^2(x)\,x^{-k-1}dx\,dr$ and use $\int_r^\infty x^me^{-2x}dx=e^{-2r}\sum_{j=0}^m m!\,r^j/(j!\,2^{m-j+1})$ with $m=5-k$:
\begin{equation}
\frac{F^k}{\zeta}=2\Big(\frac{2^7}{6!}\Big)^2\sum_{j=0}^{5-k}\frac{(5-k)!}{j!\,2^{6-k-j}}\,\frac{(6+k+j)!}{4^{7+k+j}} .
\end{equation}
The sums are $793/3072$, $2093/15360$ and $91/1024$ for $k=0,2,4$. With the model value $\zeta_0=2.5$ bohr$^{-1}$ for the free ion, $B_0=2.5\,(0.0027809-0.0010076)=4.4333\times10^{-3}$ hartree $=973.0$ cm$^{-1}$, which fixes the conversion $1$ hartree $\approx2.195\times10^5$ cm$^{-1}$ used below, and $C_0=3869.9$ cm$^{-1}$, $C_0/B_0=3.977$.

\subsection*{Three spacings that probe $tt$, $te$ and $ee$ repulsion}

The results of this part hold for any orthonormal orbitals of cubic symmetry, not only for atomic ones. Two electrons in different orbitals have energy $J-K$ in the triplet and $J+K$ in the singlet, that is $J-K\mathcal P$ with the spin-exchange operator $\mathcal P=\tfrac12+2\,\mathbf s_1\cdot\mathbf s_2$. For several singly occupied orbitals these pair terms add.

In $d^3$, $t^3$, take $xy,yz,xz$ singly occupied. The product of the three orbitals is even under the twofold rotations about $x,y,z$, whereas an occupation $(2,1,0)$ transforms as its single orbital, so the two kinds of state do not mix. The three $K$ are equal, and $\sum\mathcal P_{ij}=\tfrac32+S(S+1)-\tfrac94$ equals $3$ for $S=\tfrac32$ (${}^4A_2$) and $0$ for the two degenerate doublets (${}^2E$). Therefore
\begin{equation}
\Delta_{tt}=E({}^2E)-E({}^4A_2)=3K_{xz,yz}\ \to\ 9B+3C ,
\end{equation}
where the arrow gives the value for pure $d$ orbitals.

In $d^3$, $t^2e$, take the all-parallel determinants $|xz\,yz\,\theta|$ and $|xz\,yz\,\epsilon|$. Under the fourfold rotation $x\to y$, $y\to-x$ one has $|xz\,yz|\to|yz,-xz|=+|xz\,yz|$, $\theta\to\theta$, $\epsilon\to-\epsilon$. The first determinant is even, like the $z$ component of $T_1$, and the second is odd, like the $xy$ component of $T_2$; they do not mix. The $tt$ pair and the one-electron energy are common to both, so
\begin{equation}
\Delta_{te}=E({}^4T_1)-E({}^4T_2)=2\big[(J-K)_{xz,\theta}-(J-K)_{xz,\epsilon}\big]\ \to\ 2[(A+B)-(A-5B)]=12B .
\end{equation}

In $d^8$, $t^6e^2$, the closed $t^6$ shell acts on an $e$ electron as a spin-free operator of cubic symmetry, which is a constant on the pair $\theta,\epsilon$. The triplet $\theta\epsilon$ is ${}^3A_2$. The singlet $\theta\epsilon$ is odd under the fourfold rotation, so among the singlets ${}^1A_1+{}^1E$ it belongs to ${}^1E$, and
\begin{equation}
\Delta_{ee}=E({}^1E)-E({}^3A_2)=2K_{\theta\epsilon}\ \to\ 8B+2C .
\end{equation}
The reference values, these fixed-configuration expressions evaluated with the free-ion $B_0$ and $C_0$, are $9(973.0)+3(3869.9)=20\,367$, $12(973.0)=11\,676$ and $8(973.0)+2(3869.9)=15\,524$ cm$^{-1}$, and $\beta_{55},\beta_{35},\beta_{33}$ are the three spacings divided by these. They are called free-ion spacings below, but $12B$ and $8B+2C$ are not spacings between terms of the free ion, where the configurations $t^me^n$ mix; the two quartet terms of free $d^3$, for example, are $15B$ apart.

\subsection*{The fourth-power rule}

An integral is linear in each of its four orbitals. Inserting (\ref{mo}) gives sixteen terms, sorted by the number $n$ of ligand factors:
\begin{equation}
(\psi_i\psi_j|\psi_k\psi_l)=c_ic_jc_kc_l\,(d_id_j|d_kd_l)+[n=1]+[n=2]+[n=3]+[n=4].
\label{expand}
\end{equation}
The $n=0$ term is the exact one-centre metal part. The fourth-power rule is the approximation that keeps only this term. Take first $S=0$, where $c_i=\alpha_i$, $l_i=\lambda_i$ and $\alpha_i^2+\lambda_i^2=1$. If the $d$ functions of both symmetries are the free-ion function scaled by $s=\zeta/\zeta_0$, then $B=sB_0$ and $C=sC_0$, and counting the $t$ and $e$ labels in $K_{xz,yz}$, in $J$ and $K$ of $(xz,e)$, and in $K_{\theta\epsilon}$ gives
\begin{equation}
\beta_{55}=s\,\alpha_t^4,\qquad\beta_{35}=s\,\alpha_t^2\alpha_e^2,\qquad\beta_{33}=s\,\alpha_e^4 .
\label{rule}
\end{equation}
Under these assumptions $\beta_{35}^2=\beta_{33}\beta_{55}$, and $\beta_{55}>\beta_{35}>\beta_{33}$ whenever $\alpha_e<\alpha_t$, the case where $\sigma$ mixing is the stronger. The fourth power of an amplitude is the square of a probability: $\alpha_t^2\alpha_e^2$ is the chance, for independent electrons, that both are on the metal at once.

The rule cannot be applied to the total repulsion. The term $A$ in (\ref{master}) is mainly the monopole $F^0$, and charge moved to a ligand still repels at long range, so the $n=2$ and $n=4$ parts of a Coulomb integral are not small. In the metal part $A$ appears as $A\alpha_t^4$, $A\alpha_t^2\alpha_e^2$, $A\alpha_e^4$ times the numbers of $tt$, $te$, $ee$ pairs. These numbers are fixed inside a configuration, so $A$ cancels from the three spacings; between configurations it does not cancel when $\alpha_t\ne\alpha_e$.

Odd powers appear in the coupling between configurations. The ${}^4T_1$ states $|xz\,yz\,\theta|$ of $t^2e$ and $|xy\,\epsilon\,\theta|$ of $te^2$ differ in two orbitals, so up to an overall sign the element is $(xz\,xy|yz\,\epsilon)-(xz\,\epsilon|yz\,xy)$. Here $N_{xz,xy}=M_{yz}/2\sqrt2$ and $N_{yz,\epsilon}=-M_{yz}/2\sqrt2$ give $T=-\tfrac18$, while $N_{xz,\epsilon}=N_{yz,xy}=M_{xz}/2\sqrt2$ give $T=+\tfrac18$; $\Sigma=0$ because all four labels differ. The magnitude is $|-3B-3B|=6B$, and with three $t$ labels and one $e$ label the metal part is $6B\alpha_t^3\alpha_e$. At finite ligand-field splitting this coupling shifts both ${}^4T_1$ levels, so a $B$ fitted to an observed spectrum with one common scale mixes $\alpha_t^2\alpha_e^2$ with $\alpha_t^3\alpha_e$.

\subsection*{A degeneracy that responds to $\alpha_t\neq\alpha_e$}

In high-spin $d^5$, $t^3e^2$, take all five orbitals singly occupied, so that $\sum J$ is a constant. Let $|i\rangle$ be the $M_S=\tfrac32$ state with the spin in orbital $i$ reversed. Since $\mathcal P_{ij}|i\rangle=|j\rangle$ and pairs not containing $i$ have $\mathcal P=1$, the energy above the sextet, where all $\mathcal P=1$, is the operator $\Lambda|i\rangle=\sum_jK_{ij}(|i\rangle-|j\rangle)$, whose bilinear form is $v^T\Lambda w=\sum_{i<j}K_{ij}(v_i-v_j)(w_i-w_j)$. In the metal part, (\ref{exch}) reads $K_{i\theta}=\bar K+\delta_i$, $K_{i\epsilon}=\bar K-\delta_i$ with $\bar K=(2B+C)\alpha_t^2\alpha_e^2$ and $(\delta_{xy},\delta_{yz},\delta_{xz})=(2,-1,-1)B\alpha_t^2\alpha_e^2$.

In the order $xy,yz,xz,\theta,\epsilon$ the vector $(2,2,2,-3,-3)$ is an eigenvector. On a $t$ site $\Lambda$ gives $5(K_{i\theta}+K_{i\epsilon})=5\bar K\cdot2$, and on an $e$ site $-5\cdot3\bar K=5\bar K\cdot(-3)$ because the $\delta_i$ sum to zero. This state is ${}^4A_1$, at $5\bar K$. The vectors $v_1=(2,-1,-1,0,0)/\sqrt6$ and $v_2=(0,0,0,1,-1)/\sqrt2$ give
\begin{align}
v_1^T\Lambda v_1&=\tfrac{9+9}{6}K_{tt}+2\bar K=(9B+3C)\alpha_t^4+2\bar K,\nonumber\\
v_2^T\Lambda v_2&=2K_{\theta\epsilon}+3\bar K=(8B+2C)\alpha_e^4+3\bar K,\label{d5}\\
v_1^T\Lambda v_2&=-\sqrt2\sum_iv_{1i}\delta_i=-\frac{6\sqrt2}{\sqrt6}B\alpha_t^2\alpha_e^2=-2\sqrt3\,B\alpha_t^2\alpha_e^2 .\nonumber
\end{align}
The reflection $x\leftrightarrow y$ exchanges $xz$ and $yz$ and changes the sign of $\epsilon$. The two signs cancel for the singly occupied determinants, so $v_1$ and $v_2$ are even, while $|xy\,yz\,xz\,\theta\bar\theta|$ and $|xy\,yz\,xz\,\epsilon\bar\epsilon|$ are odd. Determinants with $t$ occupation $(2,1,0)$ and $\theta,\epsilon$ singly occupied transform as their single $t$ orbital under the twofold rotations about $x,y,z$ and do not mix either, as for $t^3$. The $2\times2$ block is therefore closed and gives one component of each of the two ${}^4E$ terms.

For $\alpha_t=\alpha_e=\alpha$ the diagonal is $\alpha^4(13B+5C)$ and $\alpha^4(14B+5C)$, and the eigenvalues are $\alpha^4[13.5B\pm B\sqrt{0.25+12}+5C]$. The lower one, $\alpha^4(10B+5C)$, equals $5\bar K$. The degeneracy holds for any $B$ and $C$, so no common change of the radial function lifts it, nor does uniform delocalisation in the metal part.

This part has derived the fourth-power rule (\ref{rule}) from the metal part of the repulsion integrals, and has found a degeneracy of the $d^5$ quartets that, in the metal part, neither a common radial change nor uniform delocalisation lifts. The ligand terms, the effect of overlap, the cause of the radial expansion, its separation from delocalisation and the numerical example remain.

All numerical values are calculated from the stated model.
